# One electron, two levels and the loss of a centrosymmetric structure

## The problem

An ion sits at a centre of inversion. An odd distortion \(Q\), such as a displacement of the ion against its cage, removes the inversion symmetry. Near the ion there are two electronic levels of opposite parity, at energies \(+D\) and \(-D\) with \(D>0\), so the gap is \(2D\). The distortion couples them linearly through a matrix element \(FQ\).

If the electron's state were held as it is at \(Q=0\), the distortion would cost the energy \(KQ^2/2\). This defines the bare stiffness \(K>0\). The nuclei are treated as static, and one electron occupies the lower level.

(a) Explain why the coupling is purely off-diagonal, and find the energy \(E(Q)\).

(b) Show that the centrosymmetric structure is unstable if and only if \(F^2>KD\). Decide what happens at equality.

(c) Find the new equilibrium distortion, the energy gained, and the stiffness about the new equilibrium.

(d) Evaluate the results for \(D=1.5\) eV, \(K=28\) eV/Å\(^2\) and \(F=7\) eV/Å. Judge whether the static answer survives the motion of the nuclei.

## Hints

**For (a).** Insert the inversion operator on both sides of the perturbation in a matrix element. Then diagonalize a two-by-two matrix.

**For (b).** The curvature at \(Q=0\) settles every case except equality. To settle that one too, use the level energy \(s=\sqrt{D^2+F^2Q^2}\) as the variable in place of \(Q\). The total energy is then a parabola in \(s\), but not every \(s\) is allowed.

**For (c).** The vertex of that parabola gives the equilibrium.

**For (d).** Compare the well depth with the zero-point energy and with \(k_{\mathrm B}T\).

## Solution

### (a) The coupling and the energy

Let \(V\) be the derivative of the electronic Hamiltonian with respect to \(Q\) at \(Q=0\), and let \(I\) be inversion, with \(I^2=1\). Since the distortion is odd, \(IVI=-V\). For states with \(I|a\rangle=p_a|a\rangle\) and \(p_a=\pm1\),

\[
\langle a|V|b\rangle=-\langle a|IVI|b\rangle=-p_ap_b\langle a|V|b\rangle .
\]

If \(p_ap_b=+1\), the element equals its own negative and vanishes. This covers both diagonal elements. If \(p_ap_b=-1\), it may be non-zero. We call it \(F\) and choose the phases of the two states so that \(F\) is real and positive. In the order upper level, lower level,

\[
H(Q)=\begin{pmatrix}D&FQ\\FQ&-D\end{pmatrix}.
\]

Two levels of the same parity would have \(F=0\), and this mechanism would be absent.

The eigenvalues \(\lambda\) follow from

\[
(D-\lambda)(-D-\lambda)-F^2Q^2=\lambda^2-D^2-F^2Q^2=0,
\]

so \(\lambda=\pm s\) with \(s=\sqrt{D^2+F^2Q^2}\). The electron takes the lower root, and

\[
E(Q)=\tfrac12KQ^2-\sqrt{D^2+F^2Q^2}.
\]

### (b) The condition for instability

From \(s^2=D^2+F^2Q^2\) we have \(ds/dQ=F^2Q/s\). The first derivative of the energy is therefore

\[
\frac{dE}{dQ}=KQ-\frac{F^2Q}{s},
\]

which vanishes at \(Q=0\). The symmetric structure is in equilibrium for any \(F\); the question is whether that equilibrium is stable. Differentiating once more,

\[
\frac{d^2E}{dQ^2}=K-\frac{F^2}{s}+\frac{F^4Q^2}{s^3}
=K-\frac{F^2(s^2-F^2Q^2)}{s^3}
=K-\frac{F^2D^2}{s^3}.
\]

At \(Q=0\), where \(s=D\),

\[
\left.\frac{d^2E}{dQ^2}\right|_{0}=K-\frac{F^2}{D}.
\]

This is negative when \(F^2>KD\), and the symmetric structure is then unstable. It is positive when \(F^2<KD\), and the structure is then at least locally stable.

The same balance can be read from perturbation theory. The distortion mixes some of the upper state into the lower one, which lowers the energy in second order by \((FQ)^2/(2D)\), the squared coupling over the gap. The elastic cost is \(KQ^2/2\). Both grow as \(Q^2\), so their coefficients decide the outcome. The factors of two cancel because the gap is \(2D\). In terms of the full gap \(\Delta=2D\), the condition reads \(F^2>K\Delta/2\).

The mixing joins an even and an odd function, and their product adds an odd part to the electron density. The electron thus responds to the distortion by becoming lopsided, and this response softens the lattice. An electron placed in the upper level has energy \(+s\) instead. The sign of the electronic term is reversed, and the curvature becomes \(K+F^2/D\): that electron stiffens the structure.

At equality the curvature is zero and decides nothing. For \(F\neq0\), substitute \(Q^2=(s^2-D^2)/F^2\) and complete the square:

\[
\begin{aligned}
E&=\frac{K}{2F^2}(s^2-D^2)-s\\
&=\frac{K}{2F^2}\left(s^2-\frac{2F^2}{K}s\right)-\frac{KD^2}{2F^2}\\
&=\frac{K}{2F^2}\left(s-\frac{F^2}{K}\right)^2-\frac{F^2}{2K}-\frac{KD^2}{2F^2}.
\end{aligned}
\]

The allowed range is \(s\ge D\), and \(s\) grows with \(|Q|\). If \(F^2/K\le D\), the vertex lies at or below the start of this range. The energy then rises steadily with \(|Q|\), and \(Q=0\) is the global minimum. This includes equality. If \(F^2/K>D\), the vertex lies inside the range and the energy first falls. The condition for instability is therefore the strict inequality \(F^2>KD\).

The expansion \(\sqrt{1+x}=1+x/2-x^2/8+\dots\), with \(x=F^2Q^2/D^2\), shows what holds the structure at equality:

\[
E=-D+\frac12\left(K-\frac{F^2}{D}\right)Q^2+\frac{F^4Q^4}{8D^3}-\dots
\]

The quartic term is positive although the bare elastic energy is purely harmonic. It arises because the electronic gain grows less than quadratically once \(FQ\) is no longer small beside \(D\).

The levels themselves may also shift as \(Q^2\). Since \(K\) is defined with the electron's state held fixed, it already contains the shift of the lower level. To see this, let \(K_0\) be the stiffness without any level shift, and let the half-gap change as \(D+gQ^2\). Holding the electron in the lower state then gives \(K=K_0-2g\). With the coupling included, to order \(Q^2\)

\[
s^2\approx D^2+(2Dg+F^2)Q^2,\qquad s\approx D+\left(g+\frac{F^2}{2D}\right)Q^2,
\]

and the curvature is \(K_0-2g-F^2/D=K-F^2/D\). The curvature at the centre therefore still changes sign at \(F^2=KD\) when \(K\) is used as defined. For an electron held in the upper level the bare stiffness would be \(K_0+2g=K+4g\) instead. At equality the next term of the energy is \(F^2(K+4g)Q^4/(8D^2)\), so the centre remains a minimum there if this upper-level stiffness is positive. Elsewhere we take \(g=0\), so that both levels share one \(K\).

### (c) The distorted structure

For \(F^2>KD\) the minimum is at \(s=F^2/K\). Hence

\[
Q_0^2=\frac{s^2-D^2}{F^2}=\frac{F^2}{K^2}-\frac{D^2}{F^2}.
\]

There are two equivalent wells, at \(+Q_0\) and \(-Q_0\). With \(E(0)=-D\), the depth of each is

\[
\begin{aligned}
E(0)-E(Q_0)&=\frac{F^2}{2K}+\frac{KD^2}{2F^2}-D\\
&=\frac{F^4+K^2D^2-2KDF^2}{2KF^2}=\frac{(F^2-KD)^2}{2KF^2}.
\end{aligned}
\]

Putting \(s=F^2/K\) into the second derivative gives the stiffness in a well:

\[
K-F^2D^2\,\frac{K^3}{F^6}=K\left[1-\left(\frac{KD}{F^2}\right)^2\right].
\]

It is positive, as a minimum requires, and smaller than \(K\).

Two limits are useful. Just above threshold, write \(F^2=KD(1+\varepsilon)\) with small \(\varepsilon\). Then

\[
Q_0^2=\frac DK\left[(1+\varepsilon)-\frac1{1+\varepsilon}\right]\approx\frac{2\varepsilon D}{K},
\]

and the depth is \(D\varepsilon^2/[2(1+\varepsilon)]\approx D\varepsilon^2/2\). The displacement grows as \(\sqrt\varepsilon\) and the depth as \(\varepsilon^2\), so a noticeable displacement can go with a very shallow well.

In the opposite limit, \(D\to0\), the energy becomes \(KQ^2/2-F|Q|\). It has a cusp at \(Q=0\), where the curvature formula no longer applies. Any non-zero coupling then distorts the structure, with \(Q_0=F/K\) and depth \(F^2/(2K)\).

### (d) Numbers

Here \(F^2=49\) and \(KD=42\), both in eV\(^2\)/Å\(^2\), so the structure is unstable. The threshold coupling is \(\sqrt{42}=6.48\) eV/Å. The curvature at the centre is

\[
28-\frac{49}{1.5}=-4.67\ \text{eV/Å}^2 .
\]

With \(D\) and \(K\) held fixed and \(F\) lowered to 6 eV/Å, it would be \(28-36/1.5=+4\) eV/Å\(^2\), and the structure would be stable.

At the minimum, \(s=49/28=1.75\) eV. Then

\[
Q_0=\frac{\sqrt{1.75^2-1.5^2}}{7}\ \text{Å}=0.129\ \text{Å}=0.0129\ \text{nm}.
\]

The electron gains \(1.75-1.50\) eV, which is 250 meV, and the lattice pays \(KQ_0^2/2=232\) meV. The depth is the small difference, 17.9 meV (1.72 kJ/mol). The stiffness in the well is \(28[1-(42/49)^2]=7.4\) eV/Å\(^2\).

The mixing behind this is modest. The derivative of \(-s\) with respect to \(D\) is \(-D/s\). It equals the weight of the upper state minus that of the lower one. As the weights add to one, the upper weight is \((1-D/s)/2=(1-1.5/1.75)/2=0.071\).

**Comparison with a real material.** The parameters were chosen for the regime of barium titanate, where titanium moves off centre by roughly 0.1 Å and the band gap is roughly 3 eV. The displacement found here reflects that choice and is not a prediction. If only the titanium moves, with a rough effective charge of \(7e\) in a cubic cell of edge 4 Å, the polarization is \(7eQ_0/(4\ \text{Å})^3=23\) µC/cm\(^2\), also of the size known for this material. One assumption that the real material plainly breaks is the single electron: its oxygen-derived bands are filled with pairs. Variation 1 shows that a pair with unchanged \(F\) and \(K\) would move the displacement to 0.45 Å. The value of \(F\) therefore belongs to an effective one-electron model. Electron repulsion, the width of the bands, and the strain and depolarizing field of a thin film are also left out.

**Motion of the nuclei.** Let titanium (47.87 u) move against three oxygens (48.00 u together), with reduced mass \(47.87\times48.00/95.87=23.97\) u. Here \(Q\) is the relative displacement, of which titanium itself carries about half. The polarization estimate above took the oxygens at rest and left out their charges. Solving the Schrödinger equation for this mass in the potential \(E(Q)\), numerically on a grid, puts the ground level 12.4 meV above the well bottom. This is 5.5 meV below the top of the barrier. The next level is 6.9 meV higher, just above the top of the barrier, so the two wells do not hold separate localized states. The potential is even and the ground state is not degenerate, so its mean displacement is zero. In this model a single isolated cell has an unstable symmetric point but no frozen distortion. This should not be read as a statement about one cell of barium titanate: there \(K\) and \(F\) depend on how the neighbouring cells move, and the instability belongs to a cooperative displacement of many cells.

Now constrain four cells to move rigidly together. Potential energy and mass are both multiplied by four, so the kinetic term per cell is divided by sixteen. The same calculation gives a total splitting of 0.015 meV, smaller by a factor of about 460. The ground state of the group is still even, with zero mean displacement. What changes is the time scale: a group started in one well tunnels to the other in \(h/(2\times0.015\ \text{meV})\approx0.14\) ns. Its barrier, \(4\times17.9=71\) meV, is only 2.8 times \(k_{\mathrm B}T\) at 300 K, so four cells are not frozen either. The rigid motion is imposed here; in a crystal it would have to come from coupling between cells.

At 300 K, \(k_{\mathrm B}T=25.9\) meV exceeds the well depth. For one independent cell, the classical probability density at the centre is \(e^{-17.9/25.9}=0.50\) of that at a well bottom. This is a rough figure, because the harmonic quantum in the well is larger than \(k_{\mathrm B}T\): the bare quantum \(\hbar\sqrt{K/m}\) is 69.9 meV, and \(69.9\sqrt{7.43/28}=36\) meV. Summing the densities of the quantum levels with their Boltzmann weights gives 0.64 instead. The conclusion is the same as before: \(F^2>KD\) establishes a local static instability, while ferroelectric order also needs coupling between cells.

The separation of electronic and nuclear motion is a smaller concern. Solving for the nuclear motion on both levels together, with their coupling, raises the ground level by 0.34 meV.

## Variation 1: other numbers of electrons

*How does the threshold change with two, three or four electrons, if spin is included and repulsion is neglected?*

Each level holds two electrons. Let \(\nu\) be the number in the lower level minus the number in the upper. The electronic energy is \(-\nu s\), so

\[
E=\tfrac12KQ^2-\nu s,\qquad \left.\frac{d^2E}{dQ^2}\right|_0=K-\nu\frac{F^2}{D}.
\]

For one to four electrons in the ground filling, \(\nu=1,2,1,0\). A pair halves the threshold to \(F^2>KD/2\). A third electron enters the upper level and restores the one-electron condition. With both levels full, the shifts cancel and no instability remains.

For \(\nu>0\), dividing \(E\) by \(\nu\) gives the one-electron problem with \(K\) replaced by \(K/\nu\). Hence, above the threshold \(\nu F^2>KD\),

\[
Q_0^2=\frac{\nu^2F^2}{K^2}-\frac{D^2}{F^2},\qquad
\text{depth}=\frac{(\nu F^2-KD)^2}{2KF^2}.
\]

A pair with the parameters of part (d) gives \(Q_0=0.45\) Å and a depth of 1143 meV, far from the one-electron values. If \(F\) is reduced by \(\sqrt2\) to 4.95 eV/Å, the curvature at the centre is again \(-4.67\) eV/Å\(^2\). The pair then gives \(Q_0=0.18\) Å and a depth of 36 meV. Equal initial curvature does not mean equal wells: here the displacement is larger by \(\sqrt2\) and the depth by two.

## Variation 2: a repulsion that hardens

*Replace the bare energy by \(W(Q)=K\rho^2[\cosh(Q/\rho)-1]\), which describes an ion between two walls of exponential repulsion with range \(\rho\). Does the threshold move?*

The series of the hyperbolic cosine gives

\[
W=\frac{KQ^2}{2}+\frac{KQ^4}{24\rho^2}+\dots,
\]

with all terms positive. The curvature at the centre is still \(K-F^2/D\), so the structure is unstable for \(F^2>KD\). For \(F^2\le KD\), the harmonic model already has its global minimum at \(Q=0\), and \(W\ge KQ^2/2\) can only raise the energy elsewhere. The threshold does not move.

The wells do change. For \(Q>0\), equilibrium requires

\[
\frac{K\rho\sinh(Q/\rho)}{Q}=\frac{F^2}{s}.
\]

The left side rises from \(K\) and the right side falls from \(F^2/D\), so above threshold there is one solution. For the parameters of part (d) and a rough range \(\rho=0.3\) Å, numerical minimization gives \(Q_0=0.116\) Å and a depth of 14.9 meV. Relative to the harmonic model, the displacement falls by about 10 % and the depth by about 16 %.
